# How a linear r₁₂ term speeds partial-wave convergence in two-electron atoms

**Why an r₁₂ geminal turns L⁻³ convergence into L⁻⁷**

**1. A free pair**

Take two electrons with no nucleus. For the relative vector \(\mathbf r=\mathbf r_1-\mathbf r_2\) the kinetic energy is \(-\nabla^2\) in atomic units, since each electron gives \(-\tfrac12\nabla^2\). Replace the energy denominators by one constant \(\mu^2\). The first-order pair function obeys
\[ (-\nabla^2+\mu^2)\,w=-s,\qquad s=1/r, \]
and the second-order energy is \(-\int d^3k\,(2\pi)^{-3}|\hat s|^2/(k^2+\mu^2)\). Only large \(k\) has meaning in this model. With \(\hat s=4\pi/k^2\), the energy lost by discarding momenta above \(K\gg\mu\) is
\[ \frac{16\pi^2}{2\pi^2}\int_K^\infty \frac{k^2\,dk}{k^4k^2}=\frac{8}{3K^3}. \]
Now write \(w=r/2+\chi\). Because \(\nabla^2 r=2/r\), the term \(-\nabla^2(r/2)=-1/r\) cancels the source, and \((-\nabla^2+\mu^2)\chi=-\mu^2r/2\). From \(\nabla^2r=2/r\) the transform of \(r\) is \(-8\pi/k^4\) for \(k\neq0\), so the loss becomes \(\frac{\mu^4}{4}\frac{64\pi^2}{2\pi^2}\int_K^\infty k^{-8}dk=8\mu^4/(7K^7)\).

A non-analytic source homogeneous of degree \(\nu\) has \(\hat s\propto k^{-3-\nu}\) by scaling, and the loss goes as \(K^{-5-2\nu}\). The linear term raises \(\nu\) from \(-1\) to \(+1\). In an atom angular momentum \(L\) at radius \(r\) resolves \(K\sim L/r\), which suggests \(L^{-3}\) and \(L^{-7}\). The atom must show that no source of degree 0 (which would give \(L^{-5}\)) appears, and it fixes the prefactors.

**2. The atom and its functional**

With lengths in \(a_0/Z\), the Hamiltonian is \(Z^2(H_0+V/Z)\) hartree, where \(H_0=\sum_i(-\tfrac12\nabla_i^2-1/r_i)\) and \(V=1/r_{12}\). Then \(E=Z^2E_0+ZE_1+E_2+\dots\), with \(E_2\) independent of \(Z\). The singlet ground state has \(\Phi=e^{-\sigma}/\pi\), \(\sigma=r_1+r_2\), \(E_0=-1\). Everything below is second order in \(V\), and every retained \(l\) is radially complete.

Write \(\psi_1=w\Phi\). Since \(\nabla_i\Phi=-\hat{\mathbf r}_i\Phi\) and \((H_0-E_0)\Phi=0\), the product rule gives
\[ (H_0-E_0)w\Phi=\Phi\sum_i\left[-\tfrac12\nabla_i^2w+\hat{\mathbf r}_i\cdot\nabla_iw\right]. \tag{1}\]
Multiplied by \(\Phi\), the right side is \(-\tfrac12\sum_i\nabla_i\cdot(\Phi^2\nabla_iw)\). One integration by parts turns the Hylleraas functional, whose minimum is \(E_2\), into
\[ J[w]=2\langle w(V-E_1)\rangle+\big\langle\tfrac12\textstyle\sum_i|\nabla_iw|^2\big\rangle, \]
with averages over \(\Phi^2\). Expand \(w=\sum_lw_l(r_1,r_2)P_l(\cos\theta)\), \(\theta\) being the angle between the electrons. The angular integral of \(P_lP_{l'}\) is \(16\pi^2\delta_{ll'}/(2l+1)\), and \(P_l\) is an eigenfunction of each angular Laplacian, so \(J=\sum_lJ_l\) and each \(l\) has its own minimum \(E_l\). With \(u=r_</\sigma\), the Jacobian \(\sigma\) and a factor 2 for the two orderings,
\[ \langle XY\rangle_l=\frac{32}{2l+1}\int_0^\infty\!\sigma^5e^{-2\sigma}d\sigma\int_0^{1/2}\!u^2(1-u)^2X_lY_l\,du. \tag{2}\]

Let \(t=r_</r_>\). The Laplace expansion gives \(V_l=t^l/r_>\). Multiply it by \(r_{12}^2=r_>^2(1+t^2-2t\cos\theta)\) and use \(\cos\theta P_n=[(n+1)P_{n+1}+nP_{n-1}]/(2n+1)\). The coefficient of \(r_>P_l\) is \((1+t^2)t^l-\frac{2l}{2l-1}t^l-\frac{2l+2}{2l+3}t^{l+2}\), so
\[ (r_{12})_l=r_>\Big[\frac{t^{l+2}}{2l+3}-\frac{t^l}{2l-1}\Big]. \]
Put \(\lambda=l+\tfrac12\), \(t=e^{-\tau}\), \(g=\sqrt{r_1r_2}\), so \(r_>=ge^{\tau/2}\). Combining the fractions over \(2(\lambda^2-1)\),
\[ V_l=\frac{e^{-\lambda\tau}}{g},\qquad (r_{12})_l=-g\,e^{-\lambda\tau}M,\qquad M=\frac{\cosh\tau+\lambda\sinh\tau}{\lambda^2-1}. \tag{3}\]
The \(l=0\) terms give \(E_1=32\cdot\frac{4!}{2^5}\int_0^{1/2}u^2(1-u)du=24\cdot\frac{5}{192}=\frac58\) and \(\langle r_{12}\rangle=32\cdot\frac{6!}{2^7}\int_0^{1/2}[u^2(1-u)^3+\tfrac13u^4(1-u)]du=180\cdot\frac{70}{5760}=\frac{35}{16}\).

**3. The Coulomb source at large l**

Acting on \(r_1r_2w_l\Phi\), the operator is \(-\tfrac12(\partial_1^2+\partial_2^2)+\tfrac12l(l+1)(r_1^{-2}+r_2^{-2})-r_1^{-1}-r_2^{-1}+1\). Set \(r=\sigma/2\), \(x=r_1-r_2\), so \(dr_1dr_2=dr\,dx\) and \(\partial_1^2+\partial_2^2=\tfrac12\partial_r^2+2\partial_x^2\). The factor \(e^{-\lambda\tau}\) with \(\tau\simeq|x|/r\) confines the source to \(|x|\sim r/\lambda\). There \(\partial_x^2\) and the centrifugal term are of order \(\lambda^2\), and the rest is of order 1. No correction of relative order \(1/\lambda\) arises: exchange symmetry makes the operator and the weight even in \(x\), with \(\tfrac12(r_1^{-2}+r_2^{-2})=r^{-2}(1+3x^2/4r^2+\dots)\), while \(l(l+1)=\lambda^2-\tfrac14\) and \(\tau=|x|/r+|x|^3/(12r^3)+\dots\). Up to corrections of relative order \(\lambda^{-2}\), the operator is \(-\partial_x^2+\kappa^2\), \(\kappa=\lambda/r\), and with \(16/(2l+1)=8/\lambda\),
\[ E_l\simeq-\frac8\lambda\int_0^\infty\!r^4e^{-4r}dr\int_{-\infty}^\infty\!dx\;s_l\,(-\partial_x^2+\kappa^2)^{-1}s_l. \tag{4}\]
With \(y=\kappa|x|\) and \(s_l=n(y)e^{-y}\), the inverse is \(\kappa^{-2}p(y)e^{-y}\), where \(2p'-p''=n\), and smoothness at \(x=0\) requires \(p(0)=p'(0)\). The \(x\)-integral is \(2\kappa^{-3}\int_0^\infty np\,e^{-2y}dy\), with \(\int y^me^{-2y}dy=\tfrac12,\tfrac14,\tfrac14,\tfrac38,\tfrac34,\tfrac{15}8\) for \(m=0,\dots,5\).

For \(V\), \(n=1/r\) and \(p=(1+y)/(2r)\). The integral is \(\tfrac34\kappa^{-3}r^{-2}=\tfrac34r\lambda^{-3}\), and
\[ E_l\simeq-\frac6{\lambda^4}\int r^5e^{-4r}dr=-\frac{6\cdot5!}{4^6\lambda^4}=-\frac{45}{256}\lambda^{-4}. \tag{5}\]
The solution is \(w_l\simeq-r(1+y)e^{-y}/(2\lambda^2)\). In (3), \(M\simeq(1+y)/\lambda^2\) and \(g\simeq r\), so this is \((r_{12}/2)_l\). At leading order in \(1/\lambda\) the high partial waves do nothing but assemble the linear term.

**4. The source left by the geminal**

Apply (1) to \(f(r_{12})\). Each Laplacian gives \(f''+2f'/r_{12}\), and \(\nabla_1f=-\nabla_2f=f'\hat{\mathbf r}_{12}\), so
\[ (H_0-E_0)f\Phi=\big[-f''-2f'/r_{12}+2f'U\big]\Phi,\qquad U=\tfrac12\hat{\mathbf r}_{12}\cdot(\hat{\mathbf r}_1-\hat{\mathbf r}_2). \]
Since \((\mathbf r_1-\mathbf r_2)\cdot(\hat{\mathbf r}_1-\hat{\mathbf r}_2)=\sigma(1-\cos\theta)\) and \(r_{12}^2=x^2+2g^2(1-\cos\theta)\),
\[ U=\frac{\sigma(1-\cos\theta)}{2r_{12}}=\frac{\sigma}{4g^2}\Big[r_{12}-\frac{x^2}{r_{12}}\Big]. \]
Away from the nucleus \(0\le U\le\sigma r_{12}/(4g^2)\), so \(U\) is of degree \(+1\). The degree-0 factor \(\hat{\mathbf r}_{12}\) is cancelled because the two electrons see the same \(\nabla\ln\Phi\) where they meet.

Put \(w=f+\chi\) with \(f\) kept whole (all \(l\), exact integrals). The cross terms are \(2\langle\chi(V-E_1)\rangle+2\langle\chi\Phi|(H_0-E_0)f\Phi\rangle\), and the terms in \(f\) alone form a constant:
\[ J=A+2\langle\chi(S-E_1)\rangle+\langle\tfrac12\textstyle\sum_i|\nabla_i\chi|^2\rangle, \]
\[ S=V-f''-\frac{2f'}{r_{12}}+2f'U,\qquad A=\langle f(V+S-2E_1)\rangle. \]
For \(f=r_{12}/2\), \(S=U\). Then \(\langle fV\rangle=\tfrac12\), \(\langle fU\rangle=\langle\sigma\rangle/4=\tfrac34\) (as \(\langle r_i\rangle=\tfrac32\) and \(\cos\theta\) averages to zero), and \(A=\tfrac54-\tfrac58\cdot\tfrac{35}{16}=-\tfrac{15}{128}\).

Shifting \(w_l\) by \(f_l\) does not change the minimum of \(J_l\). With \(a_l=J_l[f_l]\) and \(\sum_la_l=A\),
\[ E_l^{\rm conv}=a_l+E_l^\chi,\qquad A+\sum_{l\le L}E_l^\chi=\sum_{l\le L}E_l^{\rm conv}+\sum_{l>L}a_l. \tag{6}\]
The explicitly correlated energy is the conventional one plus a correction for the missing waves, and its error is \(-\sum_{l>L}E_l^\chi\).

**5. The geminal part: λ⁻⁴ and λ⁻⁶**

For \(l\ge1\) and \(f=r_{12}/2\), \(a_l=\langle f(V+U)\rangle_l\). Let \(b=\cosh(\tau/2)\). Then \(u(1-u)=1/(4b^2)\), \(|du|=u(1-u)d\tau\), \(g=\sigma/(2b)\) and \(x^2=2g^2(\cosh\tau-1)\). From (3),
\[ U_l=-\tfrac b2e^{-\lambda\tau}\big[M+2(\cosh\tau-1)\big], \tag{7}\]
\[ f_lV_l=-\tfrac12e^{-2\lambda\tau}M,\qquad f_lU_l=\tfrac\sigma8e^{-2\lambda\tau}M\big[M+2(\cosh\tau-1)\big]. \]
The measure in (2) is \((16/\lambda)\,b^{-6}d\tau/64\), and the \(\sigma\)-integrals are \(5!/2^6=15/8\) and \(6!/2^7=45/8\).

The Coulomb piece is \(-\frac{15}{64\lambda(\lambda^2-1)}\int e^{-2\lambda\tau}(\cosh\tau+\lambda\sinh\tau)b^{-6}d\tau\). With \(b^{-6}=1-\tfrac34\tau^2+\dots\) the integrand factor is \(1+\lambda\tau-\tfrac14\tau^2-\tfrac7{12}\lambda\tau^3+\dots\), which integrates to \(\frac3{4\lambda}-(\frac1{16}+\frac7{32})\lambda^{-3}\). Expanding \(1/(\lambda^2-1)=\lambda^{-2}(1+\lambda^{-2}+\dots)\) gives \(-\frac{45}{256}\lambda^{-4}-\frac{15}{64}(\frac34-\frac9{32})\lambda^{-6}\), whose second term is \(-\frac{225}{2048}\lambda^{-6}\).

The \(U\) piece has prefactor \(\frac{45}{256\lambda}\). With \(y=\lambda\tau\) its leading integrand is \(\lambda^{-5}(1+2y+2y^2+y^3)e^{-2y}dy\), with integral \(\tfrac{15}8\lambda^{-5}\), giving \(+\frac{675}{2048}\lambda^{-6}\). Together,
\[ a_l=-\tfrac{45}{256}\lambda^{-4}+\tfrac{225}{1024}\lambda^{-6}+O(\lambda^{-8}). \]
Since \(E_l^\chi\) proves to be \(O(\lambda^{-8})\), these are also the first two terms of \(E_l^{\rm conv}\). The geminal removes both.

**6. The remainder: λ⁻⁸**

At large \(\lambda\), (7) becomes \(U_l\simeq-(1+y+y^2)e^{-y}/(2\lambda^2)\). For \(n_1=1+y+y^2\), \(p_1'=1+y+y^2/2\) satisfies \(2p_1'-p_1''=n_1\), so \(p_1=1+y+y^2/2+y^3/6\). The product is \(n_1p_1=1+2y+\tfrac52y^2+\tfrac53y^3+\tfrac23y^4+\tfrac16y^5\), and \(2\int n_1p_1e^{-2y}dy=\tfrac{49}8\). The \(x\)-integral in (4) is \(\frac{49}{32}\lambda^{-4}\kappa^{-3}=\frac{49}{32}r^3\lambda^{-7}\), so with \(m_7=7!/4^8=315/4096\),
\[ E_l^\chi\simeq-C_8\lambda^{-8},\qquad C_8=\tfrac{49}4m_7=\tfrac{15435}{16384}=0.942078. \]

F12 methods use a bounded factor such as \(f=(1-e^{-\gamma r_{12}})/(2\gamma)\), which also has \(f'(0)=\tfrac12\). Its source is
\[ S=\frac{1-e^{-\gamma r_{12}}}{r_{12}}+\frac\gamma2e^{-\gamma r_{12}}+e^{-\gamma r_{12}}U=\tfrac32\gamma+\big(U-\gamma^2r_{12}\big)+\big(\tfrac5{12}\gamma^3r_{12}^2-\gamma r_{12}U\big)+\dots \]
The constant lies in \(l=0\). The degree-2 terms are linear in \(\cos\theta\), since \(r_{12}U=\sigma(1-\cos\theta)/2\), and lie in \(l\le1\). The leading source is therefore \(\lambda^{-2}e^{-y}[-\tfrac12n_1+\gamma^2rn_2]\) with \(n_2=1+y\) and \(p_2=\tfrac34+\tfrac34y+\tfrac14y^2\). The new integrals are \(2\int n_2p_1e^{-2y}=2\int(1+2y+\tfrac32y^2+\tfrac23y^3+\tfrac16y^4)e^{-2y}=\tfrac72\) and \(2\int n_2p_2e^{-2y}=2\int(\tfrac34+\tfrac32y+y^2+\tfrac14y^3)e^{-2y}=\tfrac{35}{16}\). Using \(8!/4^9=2m_7\) and \(9!/4^{10}=\tfrac92m_7\),
\[ C_8(\gamma)=8\!\int\! r^7e^{-4r}\Big[\tfrac{49}{32}-\tfrac72\gamma^2r+\tfrac{35}{16}\gamma^4r^2\Big]dr=m_7\Big[\tfrac{49}4-56\gamma^2+\tfrac{315}4\gamma^4\Big]. \]
The exponent \(\gamma\) changes the prefactor and leaves the power alone. The bracket under the integral has discriminant \(\tfrac{49}4-4\cdot\tfrac{49}{32}\cdot\tfrac{35}{16}<0\), so no \(\gamma\) removes \(\lambda^{-8}\). The minimum is at \(\gamma^2=16/45\), \(\gamma=0.5963\) (1.193 \(a_0^{-1}\) for helium), where \(C_8=0.17645\). At \(\gamma=1\), \(C_8=35m_7=2.69165\). This optimum refers to the asymptotic coefficient of this model only.

**7. From increments to errors**

The points \(\lambda\) with \(l>L\) are midpoints of unit cells starting at \(L+1\). The cell integral of a function \(G\) is \(G+G''/24+\dots\), so
\[ \sum_{l>L}\lambda^{-p}=\frac{(L+1)^{1-p}}{p-1}\Big[1-\frac{p(p-1)}{24(L+1)^2}+\dots\Big]. \]
Measured from the complete \(E_2\), the errors are \(\frac{15}{256}(L+1)^{-3}\) without the geminal and \(\frac{C_8}7(L+1)^{-7}\) with it. The conventional error has relative correction \(-(\tfrac12+\tfrac34)/(L+1)^2\), the \(\tfrac34\) being \(\frac{225}{1024\cdot5}\big/\frac{15}{256}\).

**8. When L⁻³ returns**

For \(f=c\,r_{12}\), \(S=(1-2c)/r_{12}+2cU\), and (5) is multiplied by \((1-2c)^2\). At \(c=0.4\) the \(\lambda^{-4}\) coefficient is \(0.04\times0.175781=0.007031\).

The cancellation must also hold at every radius. Attach the geminal to a wrong reference, \(F=\tfrac12Nr_{12}h\) with \(h=e^{-\beta\sigma}\). In (1), \(-\tfrac12\sum_i\nabla_i^2h=-h''-h'(r_1^{-1}+r_2^{-1})\), the drift term gives \(2h'\), and the cross gradients give \(-\sum_i\nabla_ir_{12}\cdot\nabla_ih=-2h'U\). Hence
\[ S=\frac{1-Nh}{r_{12}}+NU(h-h')+\tfrac12Nr_{12}\big[2h'-h''-h'(r_1^{-1}+r_2^{-1})\big]. \]
The first term is of degree \(-1\), so (5) acquires the factor \((1-Ne^{-2\beta r})^2\) under the integral:
\[ C_4=720\big[4^{-6}-2N(4+2\beta)^{-6}+N^2(4+4\beta)^{-6}\big]. \]
The best amplitude, \(N=[(4+4\beta)/(4+2\beta)]^6\), leaves \(C_4=720[4^{-6}-(4+4\beta)^6/(4+2\beta)^{12}]\). For the model value \(\beta=0.2\), \(N=(4.8/4.4)^6=1.68551\) and \(C_4=0.008538\), about 5% of the conventional coefficient but not zero. Beyond second order the exact amplitude at coalescence need not be proportional to the function that carries the geminal. The same mechanism should then leave a small \(L^{-3}\) term; that extension is an argument from this model and is not computed here. Triplet pairs, approximate many-electron integrals and radial incompleteness lie outside the derivation.

**9. Helium at second order in 1/Z**

The numerical check minimizes each \(J_l\), \(l\le32\), in a basis of \(t^l\) times polynomials of \(\sigma\) and \(u\), which allow a kink at \(r_1=r_2\). It tests the source formulas by symbolic differentiation, the closed partial waves by quadrature, and (6) for every \(l\) to \(10^{-7}\) of \(E_l^{\rm conv}\). The six leading coefficients, extrapolated in \(\lambda^{-2}\), are tested to \(5\times10^{-4}\) relative, and \(225/1024=0.219727\) to \(10^{-3}\) (found 0.219725). All energies are in hartree.

At \(l=8\), \(E^{\rm conv}_8=-3.311969\times10^{-5}\) and \(a_8=-3.308683\times10^{-5}\). Their difference, \(-3.286\times10^{-8}\), matches \(E_8^\chi=-3.2855\times10^{-8}\), one part in a thousand of the increment. At \(l=16\), \(0.942078/16.5^8=1.715\times10^{-10}\) against the computed \(1.690\times10^{-10}\). The local exponents between \(l=24\) and 32 are 3.997 (conventional) and 7.990 (\(r_{12}/2\)).

| \(L\) | conventional | \(r_{12}/2\) | \(\gamma=0.5963\) | \(\gamma=1\) |
|---|---|---|---|---|
| 2 | 1.93e-3 | 4.07e-5 | 6.51e-6 | 7.47e-5 |
| 4 | 4.47e-4 | 1.43e-6 | 2.42e-7 | 3.48e-6 |
| 8 | 7.92e-5 | 2.64e-8 | 4.72e-9 | 7.20e-8 |
| 16 | 1.19e-5 | 3.22e-10 | 5.94e-11 | 9.08e-10 |

These are truncation errors relative to the complete \(E_2\), with the waves above \(l=32\) summed from the asymptotic series. At \(L=16\) the leading formulas give \(0.058594/17^3=1.1926\times10^{-5}\) and \(0.134583/17^7=3.280\times10^{-10}\). The computed errors are 0.9957 and 0.9814 of these, and the first ratio agrees with \(1-1.25/289=0.9957\). From \(L=8\) to 16 the errors fall by 6.67 and 82.0, against \((17/9)^3=6.74\) and \((17/9)^7=85.8\). At \(L=4\) they are 12.2 meV and 0.039 meV. An error below \(10^{-5}\) needs \(L=18\) conventionally, and \(L=3\), 2 and 4 with the three geminals.

The four routes give \(E_2=-0.1576664\) (\(-4.2903\) eV), although \(A\) ranges from 0 through \(-0.054744\) and \(-0.089043\) to \(-0.117188\). Their agreement largely restates (6). The independent test is a 94-term Hylleraas-coordinate calculation with no partial waves, a variational upper bound, which gives \(-0.15766505\), \(1.4\times10^{-6}\) above the partial-wave \(-0.15766643\) and within the tested \(2\times10^{-6}\). The energy through second order is \(-4+1.25-0.1576664=-2.9076664\), with third and higher orders omitted.

The gain does not extend to every low wave. For \(f=r_{12}/2\), \(a_1=+0.012717\), so \(E_1^\chi=-0.026495-0.012717=-0.039212\) is larger in size than the conventional increment. Because \(J_l\) is quadratic, \(-E_l^\chi=J_l[f_l]-E_l^{\rm conv}\) is the squared distance of \(f_l\) from the exact \(w_l\) in the gradient norm, so \(f_1\) lies farther from \(w_1\) than zero does. For \(r_<\ll r_>\), expanding \(f(r_{12})\) to first order in \(r_<\) gives \(f_1\simeq-f'(r_>)\,r_<\), so this wave is sensitive to the slope of \(f\) at separations of atomic size, not to whether \(f\) is bounded. A conjectured cause is that the slope of \(r_{12}/2\) stays at \(\tfrac12\) there, while that of the Slater factor falls as \(\tfrac12e^{-\gamma r_{12}}\), consistent with the value \(-0.002879\) for \(\gamma=0.5963\). That geminal in turn leaves \(-0.065667\) in \(l=0\), where \(r_{12}/2\) leaves only \(-0.000744\). The low waves depend on the shape of \(f\) at distances of order the atomic size and must be retained in any case, while for a factor \(f(r_{12})\) with a power series in \(r_{12}\), attached to the exact \(\Phi\), the slope \(f'(0)\) decides the power law. For \(f=\tfrac12r_{12}+a\,r_{12}^2+b\,r_{12}^3+\dots\) the source is \(S=-6a+(U-12b\,r_{12})+\dots\), which is section 6 with \(\gamma^2\) replaced by \(12b\), so the negative discriminant leaves \(\lambda^{-8}\) for every \(b\).

## Calculated quantities

```
energies in hartree, lengths in a0/Z, gamma and beta in Z/a0
E1 = 0.62500000; <r12> = 2.18750000
gamma_opt = 0.596285 (He: 1.1926 1/a0); beta = 0.2; best N = 1.685510
columns: conv, r12/2, Slater gamma_opt, Slater gamma=1
A:            0.00000000    -0.11718750    -0.08904318    -0.05474376
E_l l= 0:  -1.253338e-01  -7.437618e-04  -6.566697e-02  -9.217920e-02
E_l l= 1:  -2.649516e-02  -3.921234e-02  -2.878533e-03  -1.012512e-02
E_l l= 2:  -3.906134e-03  -4.821025e-04  -7.123349e-05  -5.436725e-04
E_l l= 3:  -1.077729e-03  -3.443751e-05  -5.473934e-06  -6.076220e-05
E_l l= 4:  -4.060983e-04  -4.858487e-06  -7.939165e-07  -1.043690e-05
E_l l= 5:  -1.849954e-04  -1.011915e-06  -1.692487e-07  -2.403993e-06
E_l l= 6:  -9.578919e-05  -2.726447e-07  -4.652270e-08  -6.856249e-07
E_l l= 8:  -3.311969e-05  -3.285508e-08  -5.773061e-09  -8.747709e-08
E_l l=16:  -2.360833e-06  -1.689793e-10  -3.101617e-11  -4.746681e-10
E_l l=24:  -4.868649e-07  -7.207959e-12  -1.337274e-12  -2.044029e-11
E_l l=32:  -1.573717e-07  -7.539370e-13  -1.404418e-13  -2.145039e-12
a_l (r12/2) l=0: -1.245901e-01
a_l (r12/2) l=1: 1.271717e-02
a_l (r12/2) l=2: -3.424032e-03
a_l (r12/2) l=4: -4.012398e-04
a_l (r12/2) l=8: -3.308683e-05
err L= 2:     1.9313e-03     4.0728e-05     6.5094e-06     7.4678e-05
err L= 3:     8.5357e-04     6.2906e-06     1.0355e-06     1.3916e-05
err L= 4:     4.4747e-04     1.4321e-06     2.4158e-07     3.4790e-06
err L= 6:     1.6669e-04     1.4755e-07     2.5808e-08     3.8936e-07
err L= 8:     7.9174e-05     2.6389e-08     4.7181e-09     7.1976e-08
err L=12:     2.6476e-05     2.0777e-09     3.7970e-10     5.8110e-09
err L=16:     1.1875e-05     3.2187e-10     5.9394e-11     9.0848e-10
E2:          -0.15766643    -0.15766643    -0.15766643    -0.15766643
E2 Hylleraas (94 terms) = -0.15766505
conv: lam^-4 coeff numeric 0.175781, formula 0.175781, exponent l=24..32 3.997
r12: lam^-8 coeff numeric 0.942078, formula 0.942078, exponent l=24..32 7.990
Sopt: lam^-8 coeff numeric 0.176452, formula 0.176453, exponent l=24..32 7.975
S1: lam^-8 coeff numeric 2.691651, formula 2.691650, exponent l=24..32 7.978
c0.4: lam^-4 coeff numeric 0.007031, formula 0.007031, exponent l=24..32 3.959
beta: lam^-4 coeff numeric 0.008538, formula 0.008538, exponent l=24..32 3.985
lam^-6 coeff: conv 0.219725, a_l 0.219727, formula 0.219727
lam^-4 coeff of a_l: -0.175781
error prefactors: 15/256 = 0.058594; C8(0)/7 = 0.134583
error/asymptote at L=16: conv 0.9957, r12/2 0.9814
L for error < 1e-5: conv 18, r12 3, Sopt 2, S1 4
E2 = -0.1576664 hartree = -4.29032 eV
He: -Z^2 + Z E1 + E2 = -2.9076664 hartree
error at L=4: conv 12.176 meV, r12/2 0.0390 meV
```
